**Diffusion on a chain with random symmetric bond rates**

For site spacing $a$ and bond rates $w$ with finite mean inverse rate $r=\overline{1/w}$, the long-time diffusivity is $D=a^2/r$. The program propagates the master equation by diagonalization and asserts that the late slope of $\langle x^2\rangle/2$ on a periodic chain agrees with the harmonic mean rate to one part in $10^4$. With unequal site energies it asserts the same agreement with the harmonic mean of the bond conductances (site weight times hopping rate) divided by the mean site weight. On a random chain it asserts that the average of the function $F$, built to grow as $2Dt$, does so to one part in $10^6$. For six random chains the output shows $\langle x^2\rangle/(2Dt)$ falling from 9.6 to 1.03, from near the arithmetic to the harmonic limit. For a rate distribution with infinite mean inverse rate, $\langle x^2\rangle/(2t)$ falls from 0.164 to 0.020 between times 10 and 10,000, in units set by $a$ and the largest rate. Exit times from a 20-bond channel are asserted against linear solves, and the steady flux through a chain against the harmonic mean of its own bonds. For the model oxide channel at 398.15 K the program prints $D=1.28\times10^{-18}$ cm²/s and a mean exit time of 28.5 h, followed by the sizes of the neglected effects.

## Check in Python

```python
"""
Result under test: a particle hops on a chain of spacing a; bond n is crossed
in both directions at the same random rate w_n.  At long times
    <x^2>/(2 t) -> D = a^2 / <1/w>     if <1/w> is finite, and 0 otherwise.
Symbols: r = <1/w> mean inverse rate; F = function of the site whose mean grows
exactly as 2 D t; barrier E gives w = nu exp(-E/kT); N = bonds in a channel.
Reduced units in the tests: length a, time r (so D = 1) unless stated.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.sparse import coo_matrix, diags
from scipy.sparse.linalg import spsolve

rng = np.random.default_rng(12345)

# ---------------------------------------------------------------- parameters
hop_nm = 0.25
attempt_hz = 1.0e13
barrier_mid, barrier_half = 1.20, 0.10        # eV, uniform distribution
channel_bonds = 20
temp_bake, temp_use = 398.15, 358.15          # K
site_shift = 0.05                             # eV, site energies +/- this
builtin_volt = 0.10                           # V across the channel
vacancy_charge = 2
permittivity = 20.0                           # rough relative permittivity
k_ev = const.k / const.e
kT = k_ev * temp_bake
channel_nm = hop_nm * channel_bonds


def mean_inverse_rate(kt):
    x = barrier_half / kt
    return np.exp(barrier_mid / kt) * np.sinh(x) / x / attempt_hz


def mean_rate(kt):
    x = barrier_half / kt
    return attempt_hz * np.exp(-barrier_mid / kt) * np.sinh(x) / x


def barrier_average(func):
    low, high = barrier_mid - barrier_half, barrier_mid + barrier_half
    return quad(func, low, high, epsabs=0, epsrel=1e-11)[0] / (high - low)


r = mean_inverse_rate(kT)
r_quad = barrier_average(lambda e: np.exp(e / kT) / attempt_hz)
w_quad = barrier_average(lambda e: attempt_hz * np.exp(-e / kT))
assert abs(r / r_quad - 1) < 1e-9
assert abs(mean_rate(kT) / w_quad - 1) < 1e-9


def draw_rates(shape):
    """Random bond rates of the example, in units of 1/r."""
    e = barrier_mid + barrier_half * rng.uniform(-1, 1, shape)
    return r * attempt_hz * np.exp(-e / kT)


# ------------------------------------------- propagation of the master equation
def spectrum(bond, site):
    """Symmetrized generator; bond = conductances, site = equilibrium weights."""
    loss = (np.append(bond, 0) + np.append(0, bond)) / site
    off = bond / np.sqrt(site[:-1] * site[1:])
    return np.linalg.eigh(np.diag(-loss) + np.diag(off, 1) + np.diag(off, -1))


def probabilities(spec, site, starts, t):
    lam, vec = spec
    p = (vec * np.exp(lam * t)) @ vec[starts].T
    return p * np.sqrt(site)[:, None] / np.sqrt(site[starts])[None, :]


def mean_squares(bond, times, starts, site=None):
    site = np.ones(len(bond) + 1) if site is None else site
    spec = spectrum(bond, site)
    dist2 = (np.arange(len(site))[:, None] - starts[None, :]) ** 2
    return np.array([np.mean(np.sum(
        dist2 * probabilities(spec, site, starts, t), axis=0)) for t in times])


# Periodic patterns: late slope of <x^2> against the harmonic mean (tight test)
pattern = np.array([0.3, 2.0, 0.7, 1.5, 0.4])
weights = np.array([1.0, 0.5, 1.8, 0.8, 1.3])
t_pair = np.array([400.0, 800.0])
centre = np.array([400])
bond = np.resize(pattern, 800)
ms = mean_squares(bond, t_pair, centre)
slope_sym = (ms[1] - ms[0]) / (2 * (t_pair[1] - t_pair[0]))
formula_sym = 1 / np.mean(1 / pattern)
assert abs(slope_sym / formula_sym - 1) < 1e-4
# the same with unequal site energies
ms = mean_squares(bond, t_pair, centre, np.resize(weights, 801))
slope_site = (ms[1] - ms[0]) / (2 * (t_pair[1] - t_pair[0]))
formula_site = 1 / (np.mean(weights) * np.mean(1 / pattern))
assert abs(slope_site / formula_site - 1) < 1e-4

# Exact law <F> = 2 D t on one random chain
n_sites, mid = 1001, 500
bond = draw_rates(n_sites - 1)
j = np.arange(n_sites - 1) - mid
F = np.append(0, np.cumsum((2 * j + 1) / bond))
F -= F[mid]
ones = np.ones(n_sites)
spec = spectrum(bond, ones)
for t in (30.0, 1000.0):
    mean_F = F @ probabilities(spec, ones, np.array([mid]), t)[:, 0]
    assert abs(mean_F / (2 * t) - 1) < 1e-6

# F approaches (a n)^2 far from the start
far = 10**6
F_far = np.cumsum((2 * np.arange(far) + 1) / draw_rates(far))
F_sizes = [20, 1000, far]
F_ratio = [F_far[n - 1] / n**2 for n in F_sizes]
assert abs(F_ratio[-1] - 1) < 0.01

# Random chains: running diffusivity from the arithmetic to the harmonic mean
starts = np.arange(250, 751)
times = np.array([1e-4, 1.0, 30.0, 1000.0])
runs = np.array([mean_squares(draw_rates(n_sites - 1), times, starts)
                 / (2 * times) for _ in range(6)])
running = runs.mean(axis=0)
running_err = runs.std(axis=0, ddof=1) / np.sqrt(len(runs))
arith_over_harm = mean_rate(kT) * r
# tolerance: sampling noise of a few percent plus the slow late-time approach
assert abs(running[0] / arith_over_harm - 1) < 0.15
assert abs(running[-1] - 1) < 0.15
assert np.all(np.diff(running) < 0)

# Infinite mean inverse rate: w = u^2 with u uniform, largest rate 1
t_heavy = np.array([10.0, 1.0e4])
heavy = np.mean([mean_squares(rng.uniform(size=n_sites - 1) ** 2, t_heavy,
                              starts) / (2 * t_heavy) for _ in range(3)], axis=0)
assert heavy[1] < 0.3 * heavy[0]


# ------------------------------------------------------ transit of the channel
def transit_times(rates, bias):
    """Mean exit times by linear solve; bias = energy drop per hop over kT."""
    count, n = rates.shape
    right = rates * np.exp(bias / 2)
    left = np.zeros_like(rates)
    left[:, 1:] = rates[:, :-1] * np.exp(-bias / 2)
    gen = np.zeros((count, n, n))
    i = np.arange(n)
    gen[:, i, i] = -(right + left)
    gen[:, i[:-1], i[1:]] = right[:, :-1]
    gen[:, i[1:], i[:-1]] = left[:, 1:]
    return np.linalg.solve(gen, -np.ones((count, n, 1)))[:, 0, 0]


steps = np.arange(1, channel_bonds + 1)
sample = draw_rates((4000, channel_bonds))
solved = transit_times(sample, 0.0)
assert np.allclose(solved, (steps / sample).sum(axis=1), rtol=1e-8)
many = (steps / draw_rates((200000, channel_bonds))).sum(axis=1)
transit_mean = channel_bonds * (channel_bonds + 1) / 2
assert abs(many.mean() / transit_mean - 1) < 0.01
x = barrier_half / kT
bond_spread = np.sqrt(x / np.tanh(x) - 1)     # relative deviation of 1/w
transit_spread = bond_spread * np.sqrt(np.sum(steps**2)) / np.sum(steps)
assert abs(many.std() / many.mean() / transit_spread - 1) < 0.02
t10, t50, t90 = np.percentile(many, [10, 50, 90]) * r / 3600

# Built-in voltage: the disorder mean equals a uniform chain of rate 1/r
bias = vacancy_charge * builtin_volt / (channel_bonds * kT)
uniform = np.ones((1, channel_bonds))
help_factor = transit_times(uniform, bias)[0] / transit_mean
hinder_factor = transit_times(uniform, -bias)[0] / transit_mean
assert abs(transit_times(sample, bias).mean()
           / (help_factor * transit_mean) - 1) < 0.04


# ------------------------------------------------- steady flux through a sheet
def sheet_diffusivity(length, width):
    """Fick's law on a lattice, ends held at 1 and 0; also returns the bonds."""
    node = np.arange((length + 1) * width).reshape(length + 1, width)
    along = draw_rates((length, width))
    across = draw_rates((length - 1, width))
    tail = np.concatenate([node[:-1].ravel(), node[1:-1].ravel()])
    head = np.concatenate([node[1:].ravel(),
                           np.roll(node[1:-1], -1, axis=1).ravel()])
    rate = np.concatenate([along.ravel(), across.ravel()])
    row = np.arange(len(rate))
    sign = np.ones(len(rate))
    grad = coo_matrix((np.concatenate([sign, -sign]),
                       (np.concatenate([row, row]),
                        np.concatenate([head, tail]))),
                      shape=(len(rate), node.size)).tocsr()
    lap = (grad.T @ diags(rate) @ grad).tocsr()
    inner = node[1:-1].ravel()
    source = -np.asarray(lap[inner][:, node[0]].sum(axis=1)).ravel()
    dens = spsolve(lap[inner][:, inner].tocsc(), source)
    flux = np.sum(along[0] * (1 - dens[:width]))
    return flux * length / width, along


d_line, line_bonds = sheet_diffusivity(200, 1)
assert abs(d_line * np.mean(1 / line_bonds) - 1) < 1e-7
sheet_small = np.mean([sheet_diffusivity(30, 30)[0] for _ in range(12)])
sheet_large = np.mean([sheet_diffusivity(60, 60)[0] for _ in range(6)])
assert 1 < sheet_large < arith_over_harm

# ------------------------------------------------------- temperature dependence
activation = barrier_mid + barrier_half / np.tanh(x) - kT


def log_inverse_rate(beta):
    return np.log(barrier_average(lambda e: np.exp(beta * e)))


db = 1e-3 / kT
slope = (log_inverse_rate(1 / kT + db) - log_inverse_rate(1 / kT - db)) / (2 * db)
assert abs(slope - activation) < 1e-5
r_use = mean_inverse_rate(k_ev * temp_use)

# ------------------------------------------------------------ neglected effects
site_factor = 1 / np.cosh(site_shift / kT)
u = const.h * attempt_hz / (const.k * temp_bake)
tunnel = (u / 2) / np.sin(u / 2)
tunnel_quad = quad(lambda e: np.exp(-e) / (1 + np.exp(-2 * np.pi * e / u)),
                   -40, 40, points=[0], limit=400)[0]
assert abs(tunnel / tunnel_quad - 1) < 1e-6
repulsion = (vacancy_charge**2 * const.e
             / (4 * np.pi * const.epsilon_0 * permittivity * channel_nm * 1e-9))

# ----------------------------------------------------------------------- output
D = hop_nm**2 / r
print(f"hop length {hop_nm:.2f} nm, attempt frequency {attempt_hz:.1e} 1/s")
print(f"barriers uniform from {barrier_mid-barrier_half:.2f} to "
      f"{barrier_mid+barrier_half:.2f} eV")
print(f"channel {channel_nm:.1f} nm, {channel_bonds} bonds")
print(f"bake temperature {temp_bake:.2f} K, kT = {kT:.5f} eV")
print(f"half-width of barriers over kT: {x:.3f}")
print(f"mean inverse rate r = {r:.1f} s")
print(f"inverse of mean rate = {1/mean_rate(kT):.2f} s")
print(f"D (harmonic mean) = {D:.3e} nm^2/s = {D*1e-14:.3e} cm^2/s")
print(f"a^2 x geometric mean rate = "
      f"{hop_nm**2*attempt_hz*np.exp(-barrier_mid/kT):.3e} nm^2/s")
print(f"a^2 x arithmetic mean rate = {hop_nm**2*mean_rate(kT):.3e} nm^2/s")
print(f"arithmetic over harmonic mean rate: {arith_over_harm:.2f}")
print(f"apparent activation energy at bake: {activation:.4f} eV")
print("TEST periodic chain, rates", pattern, "(reduced units)")
print(f"  late slope {slope_sym:.6f}, harmonic mean {formula_sym:.6f}")
print("  with site weights", weights)
print(f"  late slope {slope_site:.6f}, formula {formula_site:.6f}")
for n, q in zip(F_sizes, F_ratio):
    print(f"F/(a n)^2 at n = {n}: {q:.4f}")
print("TEST random chains: <x^2>/(2 t) over D, with standard error")
for t, d, s in zip(times, running, running_err):
    print(f"  t = {t:g} r = {t*r:.3g} s: {d:.3f} +/- {s:.3f}")
print("TEST infinite mean inverse rate: <x^2>/(2 t), largest rate 1")
print(f"  t = {t_heavy[0]:g}: {heavy[0]:.4f}; t = {t_heavy[1]:g}: {heavy[1]:.4f}")
print(f"mean transit time = {transit_mean*r:.3e} s = "
      f"{transit_mean*r/3600:.1f} h")
print(f"L^2/(2D) = {channel_nm**2/(2*D)/3600:.1f} h")
print(f"relative deviation of 1/w for one bond: {bond_spread:.3f}")
print(f"relative deviation of transit time: {transit_spread:.3f}")
print(f"transit time 10/50/90 percentiles: {t10:.1f} / {t50:.1f} / {t90:.1f} h")
print(f"at {temp_use:.2f} K: D = {hop_nm**2/r_use*1e-14:.3e} cm^2/s")
print(f"at {temp_use:.2f} K: mean transit time {transit_mean*r_use/3600:.0f} h")
print("NEGLECTED EFFECTS at bake temperature")
print(f"site energies +/-{site_shift:.2f} eV: D times {site_factor:.3f}")
print(f"built-in {builtin_volt:.2f} V = {builtin_volt/channel_nm*10:.2f} MV/cm, "
      f"charge {vacancy_charge}e")
print(f"  mean transit time times {help_factor:.3f} (helping)")
print(f"  mean transit time times {hinder_factor:.2f} (hindering)")
print(f"2D sheet, D over chain value: {sheet_small:.2f} (30x30), "
      f"{sheet_large:.2f} (60x60)")
print(f"  shift between sheet sizes: {sheet_large-sheet_small:+.2f}")
print(f"repulsion of two vacancies {channel_nm:.1f} nm apart, relative "
      f"permittivity {permittivity:.0f}: {repulsion:.4f} eV")
print(f"tunnelling, barrier-top frequency = attempt frequency: "
      f"rate times {tunnel:.3f}")
print("ALL CHECKS PASSED")
```

Output:

```
hop length 0.25 nm, attempt frequency 1.0e+13 1/s
barriers uniform from 1.10 to 1.30 eV
channel 5.0 nm, 20 bonds
bake temperature 398.15 K, kT = 0.03431 eV
half-width of barriers over kT: 2.915
mean inverse rate r = 488.1 s
inverse of mean rate = 49.05 s
D (harmonic mean) = 1.281e-04 nm^2/s = 1.281e-18 cm^2/s
a^2 x geometric mean rate = 4.039e-04 nm^2/s
a^2 x arithmetic mean rate = 1.274e-03 nm^2/s
arithmetic over harmonic mean rate: 9.95
apparent activation energy at bake: 1.2663 eV
TEST periodic chain, rates [0.3 2.  0.7 1.5 0.4] (reduced units)
  late slope 0.593220, harmonic mean 0.593220
  with site weights [1.  0.5 1.8 0.8 1.3]
  late slope 0.549278, formula 0.549278
F/(a n)^2 at n = 20: 0.8477
F/(a n)^2 at n = 1000: 1.0736
F/(a n)^2 at n = 1000000: 1.0005
TEST random chains: <x^2>/(2 t) over D, with standard error
  t = 0.0001 r = 0.0488 s: 9.606 +/- 0.303
  t = 1 r = 488 s: 2.291 +/- 0.077
  t = 30 r = 1.46e+04 s: 1.215 +/- 0.047
  t = 1000 r = 4.88e+05 s: 1.029 +/- 0.035
TEST infinite mean inverse rate: <x^2>/(2 t), largest rate 1
  t = 10: 0.1641; t = 10000: 0.0198
mean transit time = 1.025e+05 s = 28.5 h
L^2/(2D) = 27.1 h
relative deviation of 1/w for one bond: 1.390
relative deviation of transit time: 0.355
transit time 10/50/90 percentiles: 16.1 / 27.6 / 42.0 h
at 358.15 K: D = 2.065e-20 cm^2/s
at 358.15 K: mean transit time 1765 h
NEGLECTED EFFECTS at bake temperature
site energies +/-0.05 eV: D times 0.442
built-in 0.10 V = 0.20 MV/cm, charge 2e
  mean transit time times 0.278 (helping)
  mean transit time times 21.51 (hindering)
2D sheet, D over chain value: 3.35 (30x30), 3.16 (60x60)
  shift between sheet sizes: -0.19
repulsion of two vacancies 5.0 nm apart, relative permittivity 20: 0.0576 eV
tunnelling, barrier-top frequency = attempt frequency: rate times 1.063
ALL CHECKS PASSED
```
